Restricted Hartree-Fock error for Si-H homolysis in a Hubbard dimer

**Question**

I am modelling the loss of one hydrogen atom from silane, SiH₄ → SiH₃ + H, as a warm-up for precursor chemistry in silicon CVD. The exercise says: describe the Si-H bond by a half-filled Hubbard dimer and show that restricted Hartree-Fock (RHF) lies U/2 above the exact energy at infinite separation.

I have two problems. First, the hopping t goes to zero when the atoms separate, and at t = 0 any mixture of the two site orbitals seems as good as any other, so I don't see why RHF must keep the electrons spread half and half. Second, silicon and hydrogen are not the same atom. When I give the two sites different energies and different repulsions, I don't get U/2, and I don't even know which U is meant. Is the statement wrong, or is my algebra?

**Answer**

Your algebra is probably fine. The U/2 result holds for two equivalent sites. For Si-H there is a slightly different formula, which reduces to U/2 when the two ionic states cost the same energy. I'll do the symmetric case first, because it also settles your question about t = 0.

**The model**

Let S denote the singly occupied orbital of the silyl radical SiH₃, and H the 1s orbital of the hydrogen atom. The two orbitals are taken as orthonormal, and they share two electrons. With σ for spin and n = c†c for occupation,

H = Σσ (e_S n_Sσ + e_H n_Hσ) + U_S n_S↑ n_S↓ + U_H n_H↑ n_H↓ − t Σσ (c†_Sσ c_Hσ + c†_Hσ c_Sσ).

Here e_S and e_H are site energies, U_S and U_H are positive repulsions between two electrons on the same site, and t ≥ 0. Stretching the bond reduces t while the other parameters are held fixed. "Exact" means the exact ground state of this Hamiltonian, not of the molecule. RHF means the lowest-energy determinant in which both spins occupy one and the same spatial orbital.

**Exact energy of the symmetric dimer**

Set e_S = e_H = 0 and U_S = U_H = U. The three singlet basis states are

|SS⟩ = c†_S↑ c†_S↓ |0⟩,

|HH⟩ = c†_H↑ c†_H↓ |0⟩,

|cov⟩ = (c†_S↑ c†_H↓ + c†_H↑ c†_S↓)|0⟩ / √2.

The first two are ionic, with energy U at t = 0. The third is covalent, with energy 0. Acting with the hopping term on |SS⟩ moves either the up or the down electron:

−t (c†_H↑ c†_S↓ + c†_S↑ c†_H↓)|0⟩ = −√2 t |cov⟩.

The same happens to |HH⟩. The even combination |+⟩ = (|SS⟩ + |HH⟩)/√2 therefore has the matrix element

⟨cov|H|+⟩ = (−√2 t − √2 t)/√2 = −2t,

while in the odd combination the two contributions cancel. The odd state stays at U. The triplets stay at 0: with parallel spins the Pauli principle blocks hopping, and the third triplet component has the same energy by spin symmetry.

What remains is a 2×2 problem with diagonal elements 0 and U and off-diagonal element −2t:

E(E − U) − 4t² = 0,

E_exact = [U − √(U² + 16t²)]/2.

This is the lower root. It is negative for t > 0, hence below the triplets, and it tends to 0 as t → 0. Two separated neutral fragments have one electron each and no repulsion energy.

**RHF energy of the symmetric dimer**

Write the doubly occupied orbital as

φ = √x S + e^{iα} √(1−x) H, with 0 ≤ x ≤ 1.

Each spin has probability x of being on S. In a closed-shell determinant the up and down electrons are statistically independent, so both are on S with probability x² and both are on H with probability (1−x)². The hopping term gives −2t √(x(1−x)) cos α per spin. Adding the two spins,

E(x, α) = −4t √(x(1−x)) cos α + U[x² + (1−x)²].

The lowest energy has α = 0, so a complex phase does not help. The function √(x(1−x)) is a half circle and hence concave, so its negative is convex. The repulsion term has second derivative 4U > 0. The sum is thus strictly convex, and it is unchanged under x → 1−x. Its single minimum must lie at x = 1/2:

E_RHF = −4t·(1/2) + U(1/4 + 1/4) = U/2 − 2t.

This also answers your first question. At t = 0 the mixtures are not equally good. The hopping no longer prefers any x, but the repulsion does: x = 0 or 1 costs U, while x = 1/2 costs U/2. What does become irrelevant at t = 0 is the phase α, so the bonding and antibonding orbitals give the same energy.

**The gap and its limits**

Subtracting the two energies,

E_RHF − E_exact = U/2 − 2t − U/2 + ½√(U² + 16t²) = ½√(U² + 16t²) − 2t.

For t much smaller than U/4, use √(U² + 16t²) ≈ U + 8t²/U:

E_RHF − E_exact ≈ U/2 − 2t + 4t²/U → U/2.

That is the result you were asked for. In the opposite regime, with t much larger than U/4, the root is approximately 4t + U²/(8t), and the gap is approximately U²/(16t). RHF is then a good approximation because delocalization dominates repulsion.

For U = 10 eV, held fixed, the gap is 2.07 eV at t = 2.5 eV, 3.39 eV at t = 1 eV, and 4.80 eV at t = 0.1 eV. The small-t formula gives 5 − 0.2 + 0.004 = 4.804 eV for the last of these. The approach to 5 eV is linear in t, and the linear term comes from RHF. The exact energy differs from its limit only at order t².

**Where the U/2 comes from**

Expanding the RHF determinant at x = 1/2 and α = 0 gives

|RHF⟩ = ½|SS⟩ + ½|HH⟩ + (1/√2)|cov⟩.

The squared coefficients are 1/4, 1/4 and 1/2. Half of the state is ionic, whatever the distance, and each ionic part costs U. The exact ground state can reduce its ionic weight as t falls, but a closed-shell determinant at x = 1/2 cannot.

The use of a single determinant is not itself the cause of the energy error at t = 0. Consider

c†_S↑ c†_H↓ |0⟩,

with different spatial orbitals for the two spins. It has one electron on each site and energy e_S + e_H, which is the exact energy of the neutral fragments. Its defect is in the spin: it is an equal mixture of singlet and triplet. At t = 0 those two are degenerate, so the mixing costs no energy. The RHF error in this limit comes from forcing both spins into one spatial orbital.

**Unequal sites**

Now restore different site energies and repulsions. At t = 0, define the energy needed to make each ionic state from the neutral pair:

a = (2e_H + U_H) − (e_S + e_H) = e_H − e_S + U_H, for Si⁺ H⁻,

b = (2e_S + U_S) − (e_S + e_H) = e_S − e_H + U_S, for Si⁻ H⁺.

Here Si⁺ is shorthand for the silyl cation, and likewise for the anion. In terms of ionization energies I and electron affinities A, the model has I = −e and A = −(e + U) for each fragment, so

a = I_S − A_H, b = I_H − A_S.

The repulsions add up neatly: a + b = U_S + U_H > 0. At most one of a and b can therefore be negative. Assume for now that both are positive, so that the exact ground state at t = 0 is the neutral pair.

The RHF determinant has probability x² for Si⁻ H⁺, (1−x)² for Si⁺ H⁻, and 2x(1−x) for the neutral pair. Measured from the neutral pair, its energy is

ΔE(x) = x² b + (1−x)² a.

The neutral part contributes nothing, by the choice of zero. Setting the derivative to zero,

2xb − 2(1−x)a = 0, so x = a/(a+b) and 1−x = b/(a+b).

The second derivative, 2(a+b), is positive, so this is the minimum. Inserting it,

ΔE = [a²b + b²a]/(a+b)² = ab(a+b)/(a+b)²,

**E_RHF − E_exact = ab/(a+b).**

To compare this with U/2, let Ū = (U_S + U_H)/2 = (a+b)/2 and δ = (a−b)/2. Then a = Ū + δ and b = Ū − δ, and

ab/(a+b) = (Ū² − δ²)/(2Ū) = Ū/2 − δ²/(2Ū).

So the U in your exercise generalizes to the mean repulsion, and the U/2 result holds when a = b. For a given mean repulsion, any imbalance between the two ionic costs lowers the RHF error, because the orbital can shift its weight towards the cheaper ion.

If a is negative, the formula does not apply. The slope of ΔE at x = 0 is −2a > 0, so the minimum sits at the end point x = 0. RHF then puts both electrons on H, with energy a relative to the neutral pair. That is also the exact ground state, and the gap is zero. The case b < 0 works the same way with the sites exchanged. The U/2 error thus belongs to homolysis, where the separated ground state is a pair of radicals.

**Is it safe to set t = 0 before minimizing?**

Yes, and it is worth checking, since RHF must be followed along the stretch. In RHF the hopping contributes −4t√(x(1−x)), which lies between −2t and 0. Hopping therefore lowers the RHF minimum by at most 2t and never raises it.

For the exact state, take a normalized singlet with amplitudes p, q and r on |SS⟩, |cov⟩ and |HH⟩. Its hopping energy is

−2√2 t Re[q*(p + r)].

Since |p + r| ≤ √2 √(|p|² + |r|²), the magnitude of this is at most 4t|q|√(1 − |q|²), which is at most 2t. Triplets have no hopping energy. The exact ground energy therefore cannot fall by more than 2t. Nor can it rise, because the t = 0 ground state, used as a trial state, has zero hopping energy.

Both energies fall by an amount between 0 and 2t, so their difference changes by at most 2t. It converges to ab/(a+b) as t → 0, whichever step you take first.

**Numbers for silyl plus hydrogen**

I'll use rough inputs: I_S = 8.1 eV and A_S = 1.4 eV for silyl, I_H = 14 eV (rounded up from 13.6 eV) and A_H = 0.8 eV for hydrogen. The silyl values are adiabatic, that is, they include relaxation of each ion's geometry, whereas the model keeps SiH₃ fixed. That relaxation is about 1.0 eV for the cation and 0.4 eV for the anion in Hartree-Fock with the aug-cc-pVDZ basis, and removing it would raise the error found below from 4.6 to about 5 eV. Then

U_S = 8.1 − 1.4 = 6.7 eV, U_H = 14.0 − 0.8 = 13.2 eV,

a = 8.1 − 0.8 = 7.3 eV, b = 14.0 − 1.4 = 12.6 eV.

Both costs are positive, so the separated ground state is neutral. The RHF error relative to the exact model energy is

7.3 × 12.6 / (7.3 + 12.6) = 4.62 eV, or 0.170 hartree.

Half the mean repulsion would give (6.7 + 13.2)/4 = 4.98 eV. The asymmetry correction is δ²/(2Ū) = 2.65²/19.9 = 0.35 eV, which accounts for the difference. For these inputs U/2 is a fair estimate, but it is not the limit.

The Si weight of the orbital is x = 7.3/19.9 = 0.367. The ionic weights are x² = 0.135 for Si⁻ H⁺ and (1−x)² = 0.401 for Si⁺ H⁻, leaving 0.465 for the neutral pair. As a check on the energy,

0.135 × 12.6 + 0.401 × 7.3 ≈ 4.6 eV.

The distant hydrogen carries 2(1−x) ≈ 1.27 electrons on average, although the exact model state has one electron there.

The weights also tell you how sensitive the result is. Differentiating ab/(a+b) gives b²/(a+b)² = (1−x)² with respect to a, and a²/(a+b)² = x² with respect to b. The rounding of I_H by 0.4 eV enters through b and moves the error by only about 0.05 eV. A change of 0.4 eV in I_S enters through a and moves it by about 0.16 eV.

**What an all-electron calculation shows**

The two-orbital model lets no other electrons respond. To see how much that matters, one Si-H bond of silane was stretched in RHF with the 6-31G basis. The SiH₃ geometry was held fixed, with Si-H lengths of 1.48 Å. Energies are relative to separate neutral fragments, each treated by unrestricted Hartree-Fock (UHF) in the same basis:

R = 1.48 Å: −2.97 eV
R = 3 Å: +1.54 eV
R = 6 Å: +5.14 eV
R = 10 Å: +5.76 eV
R = 1000 Å: +6.53 eV

The RHF curve does not level off at the energy of the two radicals. It ends 6.5 eV above it.

For a fair comparison with the formula, a and b must come from the same level of theory. They are 10.68 and 13.87 eV, which gives ab/(a+b) = 6.03 eV. The formula falls short of the RHF value by 0.49 eV, or about 8%. The sign of this difference can be understood. At large separation the RHF determinant is a sum of the same three parts as in the model: two ionic and one neutral. They carry different fragment charges, so there are no cross terms between them in the energy. One set of orbitals has to serve all three parts, whereas a, b and the neutral reference were computed with orbitals optimized for each fragment and charge separately. Each part therefore costs at least as much as the formula assumes, and the RHF energy lies above ab/(a+b), apart from an ion attraction of only about 0.01 eV at 1000 Å. The predicted charge transfer agrees closely: the distant hydrogen has 1.13 electrons in both the RHF population analysis and the model.

These a and b are larger than my rough inputs, especially a. For a, much of the excess comes from the basis, which has no diffuse functions and describes H⁻ poorly: in aug-cc-pVDZ a falls to 8.9 eV. For b the basis matters little (13.7 eV in aug-cc-pVDZ). The computed values also refer to the frozen SiH₃ geometry rather than relaxed ions, and Hartree-Fock leaves out electron correlation. So 6.5 eV is the error at this level of theory, measured against UHF fragments, and should not be read as a universal value for the Si-H bond. In aug-cc-pVDZ the limiting error is 6.26 eV, ab/(a+b) is 5.41 eV, the shortfall grows from 0.49 to 0.85 eV, and the distant hydrogen carries 1.22 electrons against 1.21 in the model.

**Finite distance**

There is a slow correction that the Hubbard dimer omits. At large R the two ions attract each other, while the neutral fragments have no such 1/R interaction. Treating the ions as point charges, both ionic costs fall by

v = e²/(4πε₀R),

which is 1.44 eV at 10 Å. With negligible hopping, the RHF error becomes

(a − v)(b − v)/(a + b − 2v),

provided both reduced costs remain positive. With the Hartree-Fock values of a and b,

9.24 × 12.43 / 21.67 = 5.30 eV at 10 Å,

so the formula predicts a further rise of 0.73 eV between 10 Å and 1000 Å. The RHF calculation gives 0.76 eV. A curve stopped at 10 Å would therefore understate the limiting error even though the bond is long broken.

**What this means for CVD**

The real Si-H bond energy in silane is roughly 4 eV, so an asymptotic error of 4.6 eV in the model, or 6.5 eV in the small-basis calculation, is larger than the quantity you want. At a rough growth temperature of 900 K, kT is 0.078 eV, and the model error is about 60 kT. Taking the reaction energy from the end of an RHF curve would make any Boltzmann factor built on it meaningless. Computing the radicals separately as open-shell species removes this particular error. In the calculation above, that gives 2.97 eV instead of 2.97 + 6.53 = 9.50 eV. The value 2.97 eV still carries the error of the small basis (larger bases with polarization functions give 3.2 to 3.3 eV), and it lacks electron correlation, relaxation of the silyl geometry and zero-point motion.

The U/2 estimate leaves out two things that matter for silane. First, the two sites are not equivalent. For the rough inputs, allowing for this moves the error from 4.98 to 4.62 eV. Second, one set of orbitals has to serve all charge states, which even ab/(a+b) ignores. In the small-basis calculation that cost was about 0.5 eV, while the asymmetry correction δ²/(2Ū), with a and b from the same calculation, was only 0.10 eV; in aug-cc-pVDZ the two are 0.85 and 0.25 eV. Also, the main gas-phase decomposition of silane gives SiH₂ + H₂, not SiH₃ + H. Those products have closed-shell singlet ground states, so the argument here does not carry over to that channel. It applies where a bond breaks into two radicals.

The model values and the 6-31G values are in the numerical output below.

Table of computed values

```
Symmetric dimer, U = 10.0 eV
t, E_exact, E_RHF, gap (all eV):
   2.50   -2.0711    0.0000    2.0711
   1.00   -0.3852    3.0000    3.3852
   0.30   -0.0359    4.4000    4.4359
   0.10   -0.0040    4.8000    4.8040
   0.01   -0.0000    4.9800    4.9800
   0.00    0.0000    5.0000    5.0000
Silyl + H model, rough inputs
I, A of silyl: 8.1, 1.4 eV
I, A of H: 14.0, 0.8 eV
e_S, e_H: -8.1, -14.0 eV
U_S, U_H: 6.7, 13.2 eV
a (Si+ H-), b (Si- H+): 7.30, 12.60 eV
exact energy: -22.100 eV
RHF energy: -17.478 eV
RHF error: 4.622 eV = 0.1699 hartree
half the mean U: 4.975 eV
Si weight of RHF orbital: 0.3668
weight of Si- H+: 0.1346
weight of Si+ H-: 0.4009
covalent weight: 0.4645
kT at 900 K: 0.0776 eV; RHF error / kT: 59.6
Silane, RHF/6-31G, relative to neutral UHF fragments
frozen Si-H length: 1.48 angstrom
  R =    1.48 angstrom:   -2.971 eV
  R =    2.20 angstrom:   -0.999 eV
  R =    3.00 angstrom:    1.540 eV
  R =    4.00 angstrom:    3.566 eV
  R =    6.00 angstrom:    5.140 eV
  R =   10.00 angstrom:    5.762 eV
  R = 1000.00 angstrom:    6.525 eV
a, b at this level: 10.676, 13.872 eV
ab/(a+b) at this level: 6.033 eV
RHF at 1000 angstrom minus ab/(a+b): 0.492 eV
electrons on distant H, RHF: 1.132
electrons on distant H, model: 1.130
ion attraction at 10 angstrom: 1.440 eV
gap change 10 to 1000 angstrom, RHF: 0.763 eV
gap change, model: 0.734 eV
```
